\section*{Phase-Averaged Airy Reflectance and the Incoherent Sum of Intensities, part 1}

(Sections cited here and not found follow in the second part.)

\section{The full-phase average and the power sum}

\subsection{Result and assumptions}

A plane-parallel transparent plate in air reflects a set of beams that interfere. Let $\delta$ be the phase gained in one round trip inside the plate, and let $r(\delta)$ be the total reflected amplitude for unit incident amplitude. The average of the coherent reflectance over one full cycle of $\delta$ is
\begin{equation}
\langle R\rangle\equiv\frac{1}{2\pi}\int_0^{2\pi}|r(\delta)|^2\,d\delta
= R_f+\frac{T_fT_f'R_b}{1-R_f'R_b}.
\label{eq:main}
\end{equation}
Here $R_f$ and $T_f$ are the power reflectance and transmittance of the front face lit from outside, $R_f'$ and $T_f'$ are those of the same face lit from inside, and $R_b$ is the reflectance of the rear face lit from inside. The right-hand side is what one obtains by adding the powers of the multiply reflected beams and ignoring interference. For a bare plate, whose faces both have reflectance $R_1$, it becomes
\begin{equation}
\langle R\rangle=\frac{2R_1}{1+R_1}.
\label{eq:bare}
\end{equation}

The assumptions are these. The faces are smooth, parallel and wide enough that the reflected beams overlap. The plate has a real refractive index $n$. Either face may carry a thin layer, which may absorb. The properties of the faces do not change while $\delta$ runs through its cycle, and all values of $\delta$ have equal weight. The equality concerns the average; at a given phase the two sides of \eqref{eq:main} generally differ.

\subsection{Reflection and transmission at one face}

Fields vary in time as $e^{-i\omega t}$, so a wave travelling towards positive $z$ varies as $e^{ik_zz}$ with $k_z>0$. Let $E$ and $H$ be the field components tangential to the faces. For a forward wave $H=YE/Z_0$, and for a backward wave $H=-YE/Z_0$, where $Z_0$ is the impedance of free space and $Y$ is a dimensionless admittance. At normal incidence $Y=n$. At angle $\theta$ to the normal, two cases arise:
\begin{equation}
Y=n\cos\theta\ \ (\text{s light}),\qquad Y=\frac{n}{\cos\theta}\ \ (\text{p light}).
\label{eq:admittance}
\end{equation}
In s light the electric field is tangential and the magnetic field contributes its projection, with factor $\cos\theta$. In p light the roles are exchanged, so the factor $\cos\theta$ appears in the tangential electric field and hence in the denominator.

Consider a face at $z=0$ between a medium $i$, from which the light comes, and a medium $j$. The face carries a sheet of conductance $\sigma$, much thinner than the wavelength, and $s=Z_0\sigma$. A bare face has $s=0$. The tangential electric field is continuous. The tangential magnetic field drops across the sheet by the surface current $\sigma E$. With incident amplitude 1, reflected amplitude $r$ and transmitted amplitude $t$, these conditions read
\begin{align}
1+r&=t, \label{eq:Econt}\\
Y_i(1-r)-Y_jt&=s\,t. \label{eq:Hjump}
\end{align}
Inserting \eqref{eq:Econt} in \eqref{eq:Hjump} gives $Y_i(1-r)=(Y_j+s)(1+r)$. Collecting the terms in $r$,
\begin{equation}
r=\frac{Y_i-Y_j-s}{Y_i+Y_j+s},\qquad
t=1+r=\frac{2Y_i}{Y_i+Y_j+s}.
\label{eq:face}
\end{equation}

The time-averaged power that a wave of amplitude $E$ carries through unit area of a plane $z=\text{const}$ is $\tfrac12\,\mathrm{Re}(EH^*)=Y|E|^2/(2Z_0)$ for real $Y$. The reflectance and transmittance are ratios of such powers:
\begin{equation}
R=|r|^2,\qquad T=\frac{Y_j}{Y_i}|t|^2 .
\label{eq:powers}
\end{equation}
The admittance ratio in $T$ matters below. For the front face, with $Y_0$ for air and $Y_1$ for the plate, $T_f=(Y_1/Y_0)|t_f|^2$ and $T_f'=(Y_0/Y_1)|t_f'|^2$. The ratios cancel in the product:
\begin{equation}
T_fT_f'=|t_ft_f'|^2 .
\label{eq:TT}
\end{equation}
For the sheet of \eqref{eq:face} the two factors are also equal, since each is $4Y_0Y_1/|Y_0+Y_1+s|^2$. The two reflectances $R_f$ and $R_f'$ are in general different when $s\neq0$, because $s$ has the same sign in both numerators while $Y_0-Y_1$ changes sign.

One more property of \eqref{eq:face} is needed. Light inside the plate meets a face with amplitude coefficient $(Y_1-Y_0-s)/(Y_1+Y_0+s)$. The squared modulus of the denominator exceeds that of the numerator by
\begin{equation}
|Y_1+(Y_0+s)|^2-|Y_1-(Y_0+s)|^2=4Y_1\,\mathrm{Re}(Y_0+s).
\label{eq:passive}
\end{equation}
This is positive for a sheet without gain, $\mathrm{Re}\,s\ge0$. Each internal reflection therefore weakens the wave.

\subsection{The sum of the reflected beams}

Inside the plate, of thickness $d$, the wave number along $z$ is $k_z=2\pi n\cos\theta/\lambda$, where $\theta$ is the internal angle and $\lambda$ the wavelength in vacuum. A round trip covers $2d$ in $z$, so
\begin{equation}
\delta=2k_zd=\frac{4\pi nd\cos\theta}{\lambda}.
\label{eq:delta}
\end{equation}
Phases acquired on reflection are contained in the coefficients of the faces and not in $\delta$. Write $z=e^{i\delta}$ from here on; the coordinate is no longer needed.

The first reflected beam has amplitude $r_f$. The second enters with $t_f$, gains $e^{i\delta/2}$ on the way to the rear face, is reflected with $r_b$, gains $e^{i\delta/2}$ on the way back, and leaves with $t_f'$. Its amplitude is $t_fr_bt_f'z$. Each later beam makes one more round trip. It has one more reflection at the front from inside, with coefficient $r_f'$, one more at the rear, and one more factor $z$. With
\begin{equation}
B=t_ft_f'r_b,\qquad q=r_f'r_b,
\label{eq:Bq}
\end{equation}
the total amplitude is
\begin{equation}
r(\delta)=r_f+B\sum_{m=1}^{\infty}q^{m-1}z^m=r_f+\frac{Bz}{1-qz}.
\label{eq:series}
\end{equation}
The geometric series converges because \eqref{eq:passive} gives $|q|<1$ and because $|z|=1$.

The same result follows without following beams. Let $A$ be the steady amplitude of the forward wave just inside the front face. It consists of the transmitted incident wave and of the wave that returns after a round trip, so $A=t_f+qzA$ and $A=t_f/(1-qz)$. The reflected field is $r_f+t_f'r_bzA$, which is the closed form in \eqref{eq:series}.

\subsection{The average over one cycle}

Name the amplitudes of the beams, without their phase factors, $a_0=r_f$ and $a_m=Bq^{m-1}$ for $m\ge1$. Then $r=\sum_{m\ge0}a_mz^m$, and since $z^*=z^{-1}$,
\begin{equation}
|r(\delta)|^2=\sum_{m=0}^\infty\sum_{m'=0}^\infty a_ma_{m'}^*\,e^{i(m-m')\delta}.
\label{eq:double}
\end{equation}
The sum of the moduli is at most $(\sum_m|a_m|)^2$, and $\sum_m|a_m|=|r_f|+|B|/(1-|q|)$ is finite. The double series therefore converges uniformly in $\delta$ and may be integrated term by term. For an integer $p\neq0$,
\begin{equation}
\frac1{2\pi}\int_0^{2\pi}e^{ip\delta}\,d\delta=\frac{e^{2\pi ip}-1}{2\pi ip}=0,
\label{eq:orth}
\end{equation}
while for $p=0$ the integral is 1. The terms with $m=m'$ survive and all others vanish:
\begin{equation}
\langle R\rangle=\sum_{m=0}^\infty|a_m|^2
=|r_f|^2+|B|^2\sum_{m=1}^\infty|q|^{2(m-1)}
=|r_f|^2+\frac{|B|^2}{1-|q|^2}.
\label{eq:parseval}
\end{equation}
By \eqref{eq:powers}, \eqref{eq:TT} and \eqref{eq:Bq}, $|r_f|^2=R_f$, $|B|^2=T_fT_f'R_b$ and $|q|^2=R_f'R_b$. Inserting these gives \eqref{eq:main}.

The cross terms in \eqref{eq:double} are the interference terms. They are present at each phase and take both signs, and over a full cycle the positive and negative parts cancel. The beams need not have independent random phases. One common phase $\delta$ is enough, because any two different beams differ by a whole, non-zero number of round trips.

\subsection{Following the powers}

To see that \eqref{eq:main} is the incoherent sum, let unit power fall on the plate and ignore interference. The front face returns $R_f$ and lets $T_f$ in. The rear face sends back $T_fR_b$. Of this, the part $T_fR_bT_f'$ leaves through the front, and the part $T_fR_bR_f'$ stays inside and starts another round trip. Each round trip thus multiplies the outgoing power by $R_f'R_b$, and the total is
\begin{equation}
R_f+T_fT_f'R_b\left[1+R_f'R_b+(R_f'R_b)^2+\dots\right]
=R_f+\frac{T_fT_f'R_b}{1-R_f'R_b}.
\label{eq:ledger}
\end{equation}
The term with power $m-1$ of $R_f'R_b$ is $|a_m|^2$, so the two calculations agree beam by beam.

The transmitted amplitude is treated in the same way. Let $t_b$ and $T_b$ belong to the rear face lit from inside. The first transmitted beam is $t_ft_be^{i\delta/2}$, and each later one has a further factor $qz$. The common factor $e^{i\delta/2}$ has modulus one. Air lies on both sides, so the total transmittance is the squared modulus of the amplitude, and $|t_ft_b|^2=T_fT_b$ because the admittance ratios cancel again. The average is
\begin{equation}
\langle T\rangle=|t_ft_b|^2\sum_{m=0}^{\infty}|q|^{2m}=\frac{T_fT_b}{1-R_f'R_b}.
\label{eq:T}
\end{equation}

Weak absorption in the plate can be included. Let $a$ be the fraction of power that survives one pass, and let the loss be so weak that the coefficients of the faces keep their values for real $n$. The amplitude then gains a factor $\sqrt a$ per pass and $a$ per round trip, so $z$ is replaced by $az$. In \eqref{eq:parseval} this multiplies $|B|^2$ and $|q|^2$ by $a^2$:
\begin{equation}
\langle R\rangle=R_f+\frac{a^2T_fT_f'R_b}{1-a^2R_f'R_b}.
\label{eq:loss}
\end{equation}

\subsection{The bare plate}

For a bare plate put $\rho=(Y_1-Y_0)/(Y_1+Y_0)$ and $R_1=\rho^2$. From \eqref{eq:face} with $s=0$, $r_f=-\rho$ and $r_f'=r_b=\rho$. Also
\begin{equation}
t_ft_f'=\frac{4Y_0Y_1}{(Y_0+Y_1)^2}=1-\rho^2 .
\end{equation}
The sign difference between $r_f$ and $r_b$ decides where the minima lie. Equation \eqref{eq:series} becomes
\begin{align}
r&=-\rho+\frac{(1-\rho^2)\rho z}{1-\rho^2z}
=\rho\,\frac{-1+\rho^2z+z-\rho^2z}{1-\rho^2z}\nonumber\\
&=-\rho\,\frac{1-z}{1-R_1z}.
\label{eq:rbare}
\end{align}
For the squared modulus use $|1-z|^2=2-2\cos\delta=4\sin^2(\delta/2)$ and
\begin{equation}
|1-R_1z|^2=1+R_1^2-2R_1\cos\delta=(1-R_1)^2+4R_1\sin^2(\delta/2).
\end{equation}
Division of numerator and denominator by $(1-R_1)^2$ gives the Airy form
\begin{equation}
R(\delta)=\frac{F\sin^2(\delta/2)}{1+F\sin^2(\delta/2)},\qquad F=\frac{4R_1}{(1-R_1)^2}.
\label{eq:airy}
\end{equation}
Its average is \eqref{eq:main} with $R_f=R_f'=R_b=R_1$ and $T_f=T_f'=1-R_1$:
\begin{equation}
\langle R\rangle=R_1+\frac{(1-R_1)^2R_1}{(1-R_1)(1+R_1)}
=\frac{R_1(1+R_1)+R_1(1-R_1)}{1+R_1}=\frac{2R_1}{1+R_1},
\end{equation}
which is \eqref{eq:bare}.

The reflectance \eqref{eq:airy} is zero at $\delta=0$ and has its maximum at $\delta=\pi$, where $1+F=(1+R_1)^2/(1-R_1)^2$ and hence $R_{\max}=4R_1/(1+R_1)^2$. The midpoint of the extremes is $2R_1/(1+R_1)^2$. The average exceeds this midpoint by the factor $1+R_1$. For weakly reflecting faces the fringes are nearly sinusoidal, and both values approach $2R_1$. For $R_1\to1$ the minima become narrow, the average tends to 1 and the midpoint to $1/2$. Reading the average off the extremes is thus an approximation for small $R_1$.

An average over half a cycle shows how the equality fails. For small $R_1$, \eqref{eq:airy} reduces to $2R_1(1-\cos\delta)$. Its mean over $-\pi/2<\delta<\pi/2$ is $2R_1(1-2/\pi)\approx0.73R_1$, against $2R_1$ for the full cycle.

\section{Finite passbands and graphene on a silica wafer}

\subsection{Quantities carried over}

The plate has thickness $d$, index $n$ and round-trip phase $\delta=4\pi nd\cos\theta/\lambda$. Its coherent reflectance is $|r|^2$ with $r=\sum_{m\ge0}a_me^{im\delta}$, where $a_0=r_f$ and $a_m=Bq^{m-1}$ for $m\ge1$, $B=t_ft_f'r_b$ and $q=r_f'r_b$. The subscripts $f$ and $b$ denote the front and rear faces, and a prime on a front-face quantity means light from inside. A face with sheet conductance $\sigma$ enters through $s=Z_0\sigma$ and the coefficients \eqref{eq:face}. The average over a full cycle is the incoherent sum \eqref{eq:main}, and that of the transmittance is \eqref{eq:T}.

\subsection{What an incomplete average leaves}

Group the terms of \eqref{eq:double} by the difference $k=m-m'$. Terms with $-k$ are the complex conjugates of those with $k$, so
\begin{equation}
|r(\delta)|^2=\langle R\rangle+2\,\mathrm{Re}\sum_{k=1}^\infty c_ke^{ik\delta},\qquad
c_k=\sum_{m=0}^\infty a_{m+k}a_m^* .
\label{eq:fourier}
\end{equation}
The term $m=0$ is $Bq^{k-1}r_f^*$. For $m\ge1$ the product is $Bq^{m+k-1}B^*(q^*)^{m-1}=|B|^2q^k|q|^{2(m-1)}$. Summing over $m$ gives
\begin{equation}
c_k=q^{k-1}\left[Br_f^*+\frac{|B|^2q}{1-|q|^2}\right].
\label{eq:ck}
\end{equation}
Each harmonic is smaller than the one before by the factor $|q|$.

Now average over a window of $M$ fringes centred at $\delta_0$, with uniform weight in phase. Since
\begin{equation}
\frac1{2\pi M}\int_{\delta_0-\pi M}^{\delta_0+\pi M}e^{ik\delta}\,d\delta
=e^{ik\delta_0}\,\frac{\sin(\pi kM)}{\pi kM},
\end{equation}
the departure from the incoherent value is
\begin{equation}
\Delta R=2\,\mathrm{Re}\sum_{k=1}^{\infty}c_ke^{ik\delta_0}\,\frac{\sin(\pi kM)}{\pi kM}.
\label{eq:window}
\end{equation}
It vanishes when $M$ is a whole number, $M\ge1$. For other $M$ it is no larger than $(2/\pi M)\sum_k|c_k|/k$, so its envelope falls as $1/M$. This fall is slow, because a window with sharp edges leaves a part of a fringe uncompensated however many fringes it holds.

The full-cycle average of the coherent reflectance equals the incoherent power sum, and a uniform phase window of $M$ fringes departs from it by an amount that vanishes for whole $M\ge1$ and otherwise has an envelope falling as $1/M$. It remains to relate a wavelength passband to such a window and to apply the results to graphene on a silica wafer, including the passband ripple and other neglected effects.
